# Duality and the diffusion coefficient of a two-rate random square lattice: test program

```python
"""Diffusion on a square lattice with random symmetric bond rates.

Result under test: if every bond independently has hop rate k1 or k2 with
probability 1/2, the long-time diffusion coefficient is D = a^2 sqrt(k1 k2).
a: lattice spacing; k: rate of crossing a bond, equal in both directions.
K: effective rate tensor, so that the diffusion tensor is a^2 K.
A periodic cell is solved for the field (step + corrector difference) whose
current is conserved. Dual bonds cross the original bonds at right angles.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.linalg import expm
from scipy.sparse.linalg import splu

rng = np.random.default_rng(71023)


def square_network(nx, ny, diagonal=False):
    """Return tails, heads and displacement vectors of a periodic cell."""
    x, y = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    moves = [(1, 0), (0, 1)] + ([(1, 1), (1, -1)] if diagonal else [])
    tails, heads, steps = [], [], []
    for dx, dy in moves:
        tails.append((x * ny + y).ravel())
        heads.append((((x + dx) % nx) * ny + (y + dy) % ny).ravel())
        steps.append(np.tile([float(dx), float(dy)], (nx * ny, 1)))
    return np.concatenate(tails), np.concatenate(heads), np.vstack(steps)


def incidence_matrix(tails, heads, sites):
    bonds = np.arange(len(tails))
    data = np.concatenate([-np.ones(len(tails)), np.ones(len(heads))])
    return sparse.csr_matrix(
        (data, (np.tile(bonds, 2), np.concatenate([tails, heads]))),
        shape=(len(tails), sites))


def effective_tensor(incidence, steps, rates):
    """Solve the conserved-current problem and return K."""
    sites = incidence.shape[1]
    corrector = np.zeros((sites, 2))
    source = -(incidence.T @ (rates[:, None] * steps))
    if sparse.issparse(incidence):
        laplacian = (incidence.T @ sparse.diags(rates) @ incidence).tocsc()
        corrector[1:] = splu(laplacian[1:, 1:].tocsc()).solve(source[1:])
    else:
        laplacian = incidence.T @ (rates[:, None] * incidence)
        corrector[1:] = np.linalg.solve(laplacian[1:, 1:], source[1:])
    field = steps + incidence @ corrector
    return field.T @ (rates[:, None] * field) / sites


def log_mean_rate(tensor):
    return 0.5 * np.log(np.linalg.det(tensor))


def standard_error(values):
    return np.std(values, ddof=1) / np.sqrt(len(values))


def assert_mean(values, target, largest_error):
    error = standard_error(values)
    assert error < largest_error
    assert abs(np.mean(values) - target) < 4 * error


# Small-wavevector decay of the master equation against the cell formula.
tails, heads, steps = square_network(4, 4)
small_incidence = incidence_matrix(tails, heads, 16).toarray()
conductances = np.exp(rng.normal(size=32))
tensor = effective_tensor(small_incidence, steps, conductances)
wavevector = 1e-3 * np.array([0.6, 0.8])
for weights in (np.ones(16), np.exp(0.6 * rng.normal(size=16))):
    generator = np.zeros((16, 16), complex)
    phase = np.exp(-1j * (steps @ wavevector))
    forward = conductances / weights[tails]
    backward = conductances / weights[heads]
    np.add.at(generator, (heads, tails), forward * phase)
    np.add.at(generator, (tails, heads), backward * phase.conj())
    np.add.at(generator, (tails, tails), -forward)
    np.add.at(generator, (heads, heads), -backward)
    decay = -np.max(np.linalg.eigvals(generator).real)
    predicted = wavevector @ tensor @ wavevector / np.mean(weights)
    assert abs(decay / predicted - 1) < 1e-4

# Bound on the squared change of a stationary function along the walk.
laplacian = small_incidence.T @ (conductances[:, None] * small_incidence)
function = rng.normal(size=16)
differences = (function[:, None] - function[None, :]) ** 2
energy = np.sum(conductances * (small_incidence @ function) ** 2) / 16
for time in (0.01, 0.3, 5.0):
    change = np.sum(expm(-time * laplacian) * differences) / 16
    assert change <= 2 * time * energy * (1 + 1e-10)

# Duality for arbitrary positive rates on a rectangular cell.
nx, ny, dual_product = 5, 4, 1.7
tails, heads, steps = square_network(nx, ny)
incidence = incidence_matrix(tails, heads, nx * ny).toarray()
rates = np.exp(rng.normal(size=2 * nx * ny))
horizontal, vertical = rates.reshape(2, nx, ny)
dual_rates = dual_product / np.concatenate([
    np.roll(vertical, -1, axis=0).ravel(),
    np.roll(horizontal, -1, axis=1).ravel()])
tensor = effective_tensor(incidence, steps, rates)
dual_tensor = effective_tensor(incidence, steps, dual_rates)
dual_prediction = dual_product * tensor / np.linalg.det(tensor)
duality_error = np.max(np.abs(dual_tensor - dual_prediction))
assert duality_error < 1e-10

# Every arrangement of two rates on a cell with twelve bonds.
enum_fast, enum_slow = 3.0, 0.4
tails, heads, steps = square_network(3, 2)
incidence = incidence_matrix(tails, heads, 6).toarray()
enumerated_tensors = np.array([
    effective_tensor(incidence, steps, np.array(choice))
    for choice in itertools.product((enum_fast, enum_slow), repeat=12)])
enum_log = np.mean([log_mean_rate(item) for item in enumerated_tensors])
enum_geometric = np.exp(enum_log)
assert abs(enum_geometric - np.sqrt(enum_fast * enum_slow)) < 1e-10

# Worked example: round parameters for a metal adatom on an fcc(001) face.
spacing_nm = 0.25
barriers = np.array([0.45, 0.55])
attempt_rate = 5e12
temperature = 400.0
boltzmann_ev = constants.k / constants.e
thermal_ev = boltzmann_ev * temperature
k_fast, k_slow = attempt_rate * np.exp(-barriers / thermal_ev)
k_geometric = np.sqrt(k_fast * k_slow)
diffusion_nm2 = spacing_nm**2 * k_geometric
diffusion_cm2 = diffusion_nm2 * 1e-14
slow = k_slow / k_fast
geometric = np.sqrt(slow)

# Large periodic cells; rates are in units of the fast rate.
size, samples = 40, 40
tails, heads, steps = square_network(size, size)
incidence = incidence_matrix(tails, heads, size**2)


def random_rates(length, fast_fraction=0.5):
    return np.where(rng.random(2 * length**2) < fast_fraction, 1.0, slow)


base_rates = [random_rates(size) for _ in range(samples)]
base_tensors = [effective_tensor(incidence, steps, r) for r in base_rates]
base_logs = np.array([log_mean_rate(item) for item in base_tensors])
assert_mean(base_logs, np.log(geometric), 0.02)
cell_diffusion = diffusion_cm2 * np.exp(np.mean(base_logs)) / geometric

# Spread of the diffusion coefficient along x between finite patches.
spread_40 = np.std([np.log(item[0, 0]) for item in base_tensors], ddof=1)
tails_20, heads_20, steps_20 = square_network(20, 20)
incidence_20 = incidence_matrix(tails_20, heads_20, 400)
spread_20 = np.std([
    np.log(effective_tensor(incidence_20, steps_20, random_rates(20))[0, 0])
    for _ in range(80)], ddof=1)
assert spread_40 < 0.8 * spread_20

# Apparent barrier from cells with fixed disorder at two temperatures.
temperature_pair = np.array([380.0, 420.0])
inverse_energy = 1 / (boltzmann_ev * temperature_pair)
apparent = []
for relative_rates in base_rates:
    energies = np.where(relative_rates == 1.0, barriers[0], barriers[1])
    logs = [log_mean_rate(effective_tensor(
        incidence, steps, np.exp(-(energies - barriers[0]) * inverse)))
        - barriers[0] * inverse for inverse in inverse_energy]
    apparent.append(-(logs[1] - logs[0])
                    / (inverse_energy[1] - inverse_energy[0]))
apparent = np.array(apparent)
assert_mean(apparent, np.mean(barriers), 0.005)

# Unequal composition and its reciprocal relation.
fast_fraction = 0.55
more_fast, more_slow = [np.array([
    log_mean_rate(effective_tensor(incidence, steps,
                                   random_rates(size, fraction)))
    for _ in range(samples)]) for fraction in (fast_fraction, 1-fast_fraction)]
assert_mean(more_fast + more_slow, np.log(slow), 0.03)
composition_ratio = np.exp(np.mean(more_fast)) / geometric
assert np.mean(more_fast) - np.log(geometric) > 4 * standard_error(more_fast)

# Barriers set by two surface atoms: neighbouring bonds share an atom.
# Shuffling keeps all barriers but removes their spatial correlation.
half_log_contrast = -0.5 * np.log(slow)
correlated_logs, shuffled_logs = [], []
for _ in range(samples):
    atoms = rng.choice([-1.0, 1.0], size=(size, size))
    shifts = np.concatenate([
        ((atoms + np.roll(atoms, 1, axis=1)) / 2).ravel(),
        ((atoms + np.roll(atoms, 1, axis=0)) / 2).ravel()])
    rates = geometric * np.exp(half_log_contrast * shifts)
    correlated_logs.append(log_mean_rate(
        effective_tensor(incidence, steps, rates)))
    shuffled_logs.append(log_mean_rate(
        effective_tensor(incidence, steps, rng.permutation(rates))))
correlated_logs = np.array(correlated_logs)
shuffled_logs = np.array(shuffled_logs)
assert_mean(shuffled_logs, np.log(geometric), 0.02)
assert (np.mean(correlated_logs) - np.log(geometric)
        < -4 * standard_error(correlated_logs))
correlated_ratio = np.exp(np.mean(correlated_logs)) / geometric
shuffled_ratio = np.exp(np.mean(shuffled_logs)) / geometric

# Uniform diagonal hops in the same random cells.
diagonal_barrier = 0.70
diagonal_rate = attempt_rate * np.exp(-diagonal_barrier / thermal_ev) / k_fast
tails_d, heads_d, steps_d = square_network(size, size, diagonal=True)
incidence_d = incidence_matrix(tails_d, heads_d, size**2)
diagonal_changes = []
for index in range(12):
    rates = np.concatenate([base_rates[index],
                            np.full(2 * size**2, diagonal_rate)])
    changed = log_mean_rate(effective_tensor(incidence_d, steps_d, rates))
    diagonal_changes.append(changed - base_logs[index])
diagonal_ratio = np.exp(np.mean(diagonal_changes))

# Direct random walks. Attempts have mean spacing 1/(4 k_fast).
environment_size, walkers = 1024, 20000
acceptance = np.where(
    rng.random((2, environment_size, environment_size)) < 0.5, 1.0, slow)
start_x, start_y = rng.integers(environment_size, size=(2, walkers))
x, y = start_x.copy(), start_y.copy()
scaled_times = (1, 10, 20, 100, 200)
marks = {round(4 * t / geometric): t for t in scaled_times}
squared_distance = {}
for attempt in range(1, max(marks) + 1):
    direction = rng.integers(4, size=walkers)
    axis, backwards = direction & 1, direction >> 1
    bond_x = (x - (1 - axis) * backwards) & (environment_size - 1)
    bond_y = (y - axis * backwards) & (environment_size - 1)
    accepted = rng.random(walkers) < acceptance[axis, bond_x, bond_y]
    signed_step = (1 - 2 * backwards) * accepted
    x += (1 - axis) * signed_step
    y += axis * signed_step
    if attempt == 1:
        first_distance = (x - start_x)**2 + (y - start_y)**2
    if attempt in marks:
        squared_distance[marks[attempt]] = (
            (x - start_x)**2 + (y - start_y)**2)
steps_at = {t: n for n, t in marks.items()}
assert_mean(first_distance, (1 + slow) / 2, 0.01)
walk_rates = ((squared_distance[200] - squared_distance[20])
              / (steps_at[200] - steps_at[20]))
assert_mean(walk_rates, geometric, 0.02 * geometric)
walk_diffusion = diffusion_cm2 * np.mean(walk_rates) / geometric
walk_error = diffusion_cm2 * standard_error(walk_rates) / geometric

# Other neglected effects for the same example.
well_shift = 0.02
well_ratio = 1 / np.cosh(well_shift / thermal_ev)
wigner_ratio = 1 + (constants.h * attempt_rate
                    / (constants.k * temperature))**2 / 24
deposition_rate = 0.01
patch_nm = size * spacing_nm
crossing_time = patch_nm**2 / (4 * diffusion_nm2)
arrivals = deposition_rate * size**2 * crossing_time

print(f"Duality, largest tensor error: {duality_error:.1e} (rate units)")
print(f"Enumeration rates: {enum_fast:.1f}, {enum_slow:.1f} (rate units)")
print(f"Enumerated arrangements: {len(enumerated_tensors)}")
print(f"Enumerated geometric mean: {enum_geometric:.8f} (rate units)")
print(f"Enumerated arithmetic mean Kxx: "
      f"{np.mean(enumerated_tensors[:, 0, 0]):.6f} (rate units)")
print(f"Lattice spacing: {spacing_nm:.2f} nm")
print(f"Barriers: {barriers[0]:.2f}, {barriers[1]:.2f} eV")
print(f"Attempt frequency: {attempt_rate:.1e} s^-1")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Fast hop rate: {k_fast:.4e} s^-1")
print(f"Slow hop rate: {k_slow:.4e} s^-1")
print(f"Fast/slow rate ratio: {1 / slow:.3f}")
print(f"Geometric mean rate: {k_geometric:.4e} s^-1")
print(f"Exact-law D: {diffusion_cm2:.4e} cm^2/s")
print(f"Exact-law D, converted: {diffusion_nm2:.4e} nm^2/s")
print(f"Random-cell D: {cell_diffusion:.4e} cm^2/s")
print(f"Random-cell relative standard error: "
      f"{100 * standard_error(base_logs):.2f} %")
print(f"Random-walk D: {walk_diffusion:.4e} cm^2/s")
print(f"Random-walk standard error: {walk_error:.1e} cm^2/s")
print(f"Short-time D / long-time D: {(1 + slow) / (2 * geometric):.4f}")
for scaled_time in (1, 10, 100):
    running = (np.mean(squared_distance[scaled_time])
               / steps_at[scaled_time] / geometric)
    print(f"Walk <r^2>/(4Dt) at mean time {scaled_time}/k_geo: {running:.3f}")
print(f"Apparent barrier from cells: {np.mean(apparent):.4f} eV")
print(f"Apparent-barrier standard error: {standard_error(apparent):.4f} eV")
for temp in (300.0, 400.0, 500.0):
    pair = attempt_rate * np.exp(-barriers / (boltzmann_ev * temp))
    value = spacing_nm**2 * np.sqrt(np.prod(pair)) * 1e-14
    print(f"D at {temp:.0f} K: {value:.4e} cm^2/s")
print(f"Patch width: {patch_nm:.1f} nm")
print(f"Spread of ln Dxx, {20 * spacing_nm:.1f} nm patch: {spread_20:.4f}")
print(f"Spread of ln Dxx, {patch_nm:.1f} nm patch: {spread_40:.4f}")
print(f"Well shifts: +/-{well_shift:.2f} eV; D ratio: {well_ratio:.4f}")
print(f"Fast fraction {fast_fraction:.2f}; D ratio: {composition_ratio:.3f}")
print(f"Shared-atom barriers; D ratio: {correlated_ratio:.3f}")
print(f"Shared-atom relative standard error: "
      f"{100 * standard_error(correlated_logs):.2f} %")
print(f"Same barriers shuffled; D ratio: {shuffled_ratio:.3f}")
print(f"Shuffled relative standard error: "
      f"{100 * standard_error(shuffled_logs):.2f} %")
print(f"Diagonal barrier: {diagonal_barrier:.2f} eV; "
      f"D ratio: {diagonal_ratio:.4f}")
print(f"Wigner tunnelling factor: {wigner_ratio:.4f}")
print(f"Deposition rate: {deposition_rate:.2f} monolayer/s")
print(f"Patch crossing time: {crossing_time:.3e} s")
print(f"Arrivals on patch during crossing: {arrivals:.3e}")
print("all assertions hold")
```

Running it gives:

```
Duality, largest tensor error: 4.4e-16 (rate units)
Enumeration rates: 3.0, 0.4 (rate units)
Enumerated arrangements: 4096
Enumerated geometric mean: 1.09544512 (rate units)
Enumerated arithmetic mean Kxx: 1.158720 (rate units)
Lattice spacing: 0.25 nm
Barriers: 0.45, 0.55 eV
Attempt frequency: 5.0e+12 s^-1
Temperature: 400 K
Thermal energy: 0.03447 eV
Fast hop rate: 1.0696e+07 s^-1
Slow hop rate: 5.8786e+05 s^-1
Fast/slow rate ratio: 18.195
Geometric mean rate: 2.5075e+06 s^-1
Exact-law D: 1.5672e-09 cm^2/s
Exact-law D, converted: 1.5672e+05 nm^2/s
Random-cell D: 1.5578e-09 cm^2/s
Random-cell relative standard error: 0.62 %
Random-walk D: 1.5568e-09 cm^2/s
Random-walk standard error: 1.2e-11 cm^2/s
Short-time D / long-time D: 2.2500
Walk <r^2>/(4Dt) at mean time 1/k_geo: 1.369
Walk <r^2>/(4Dt) at mean time 10/k_geo: 1.076
Walk <r^2>/(4Dt) at mean time 100/k_geo: 1.017
Apparent barrier from cells: 0.5001 eV
Apparent-barrier standard error: 0.0004 eV
D at 300 K: 1.2451e-11 cm^2/s
D at 400 K: 1.5672e-09 cm^2/s
D at 500 K: 2.8515e-08 cm^2/s
Patch width: 10.0 nm
Spread of ln Dxx, 5.0 nm patch: 0.0928
Spread of ln Dxx, 10.0 nm patch: 0.0475
Well shifts: +/-0.02 eV; D ratio: 0.8524
Fast fraction 0.55; D ratio: 1.214
Shared-atom barriers; D ratio: 0.883
Shared-atom relative standard error: 0.59 %
Same barriers shuffled; D ratio: 1.000
Shuffled relative standard error: 0.61 %
Diagonal barrier: 0.70 eV; D ratio: 1.0111
Wigner tunnelling factor: 1.0150
Deposition rate: 0.01 monolayer/s
Patch crossing time: 1.595e-04 s
Arrivals on patch during crossing: 2.552e-03
all assertions hold
```
